# What Zero-Field Drude Infrared Spectra Determine, and What They Cannot

A conducting oxide film lies on a transparent substrate. Its infrared reflectance is high at low photon energy and falls near the plasma edge, where the film becomes transparent. More carriers move the edge up in energy; heavier carriers move it down. The edge therefore carries information about both the density $n$ and the effective mass $m$, and one would like to read both from the spectrum, together with the scattering time $\tau$. How much of this is possible?

Consider a uniform, isotropic film of known thickness $d$, with one type of carrier of charge $-e$, a constant $\tau$ with $0<\tau<\infty$, and a constant background permittivity $\varepsilon_\infty$ from the bound electrons. The response is linear and local, and no static magnetic field is applied. Within this model the result has two halves:

- every optical spectrum depends on $n$ and $m$ through the ratio $n/m$ alone;
- the spectrum fixes $n/m$, $\tau$ and $\varepsilon_\infty$ uniquely.

The first derivation below uses Newton's law and the complex permittivity. The second uses the electron distribution in the band and the transmitted intensity alone.

## First derivation: equation of motion and permittivity

**The ratio.** Let $\mathbf v$ be the mean carrier velocity. The electric force and the friction give

$$m\frac{d\mathbf v}{dt}=-e\mathbf E-\frac{m\mathbf v}{\tau}.$$

The magnetic force of the light wave is a product of two quantities, each proportional to the wave amplitude, so it is absent from linear response. The current density is $\mathbf J=-ne\mathbf v$. Multiplying the equation by $-ne/m$ gives

$$\frac{d\mathbf J}{dt}+\frac{\mathbf J}{\tau}=\frac{ne^2}{m}\mathbf E. \tag{1}$$

The carriers enter Maxwell's equations through $\mathbf J$, and (1) contains $n$ and $m$ only as $n/m$. The replacement

$$(n,m,\tau)\to(\lambda n,\lambda m,\tau),\qquad \lambda>0,$$

therefore leaves all fields unchanged, for any angle, polarization or frequency. Twice as many carriers, each twice as heavy, each reach half the velocity and together carry the same total current. Better data cannot help, because the quantity sought has no effect on the data. The dc conductivity $\sigma_0=ne^2\tau/m$ adds nothing either, being the zero-frequency limit of the same response. The mobility $e\tau/m$ contains $m$ alone and so remains unknown.

**The permittivity.** For fields proportional to $e^{-i\omega t}$, the derivative in (1) becomes $-i\omega$, so

$$\sigma(\omega)=\frac{ne^2/m}{1/\tau-i\omega}=\frac{\sigma_0}{1-i\omega\tau}.$$

The carrier current and the background displacement current add up to

$$\sigma\mathbf E-i\omega\varepsilon_0\varepsilon_\infty\mathbf E=-i\omega\varepsilon_0\left(\varepsilon_\infty+\frac{i\sigma}{\varepsilon_0\omega}\right)\mathbf E .$$

The bracket is the relative permittivity $\varepsilon$. With $\omega_p^2=ne^2/(\varepsilon_0m)$ and $\gamma=1/\tau$,

$$\varepsilon=\varepsilon_\infty+\frac{i\omega_p^2}{\omega(\gamma-i\omega)}=\varepsilon_\infty-\frac{\omega_p^2}{\omega^2+i\omega\gamma},\tag{2}$$

where the last step multiplies numerator and denominator by $i$. Multiplying them next by $\omega^2-i\omega\gamma$ separates $\varepsilon=\varepsilon_1+i\varepsilon_2$:

$$\varepsilon_1=\varepsilon_\infty-\frac{\omega_p^2}{\omega^2+\gamma^2},\qquad
\omega\varepsilon_2=\frac{\gamma\,\omega_p^2}{\omega^2+\gamma^2}.$$

**The inversion.** The same fraction appears in both expressions, and eliminating it gives a straight line:

$$\varepsilon_1=\varepsilon_\infty-\tau\,(\omega\varepsilon_2).\tag{3}$$

Two frequencies $\omega_a<\omega_b$ suffice, since $\omega\varepsilon_2$ falls strictly with $\omega$ and the two points on the line are distinct:

$$\tau=\frac{\varepsilon_1(\omega_b)-\varepsilon_1(\omega_a)}{\omega_a\varepsilon_2(\omega_a)-\omega_b\varepsilon_2(\omega_b)}.\tag{4}$$

The intercept of (3) is $\varepsilon_\infty$. Then

$$\omega_p^2=(\varepsilon_\infty-\varepsilon_1)(\omega^2+\gamma^2),\qquad \frac nm=\frac{\varepsilon_0\omega_p^2}{e^2}.\tag{5}$$

This proves the second half of the result whenever the complex permittivity is known at two frequencies.

## Second derivation: band electrons and transmitted intensity

**The ratio again.** In a degenerate film the Pauli principle blocks most electrons from scattering, and it is not obvious that all $n$ of them count. Let $f_0$ be the equilibrium occupation of states with wave vector $\mathbf k$, energy $W$ and velocity $v_x=\hbar^{-1}\partial W/\partial k_x$. A field $E$ along $x$ changes the occupation by $f_1$. The Boltzmann equation with relaxation time $\tau$, to first order in $E$, is

$$(\gamma-i\omega)f_1=\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_x}=eE\,v_x\frac{\partial f_0}{\partial W}.$$

With a factor 2 for spin, the current is

$$J=-2e\int\!\frac{d^3k}{(2\pi)^3}v_xf_1=\frac{e^2K}{\gamma-i\omega}E,\qquad
K=2\int\!\frac{d^3k}{(2\pi)^3}v_x^2\left(-\frac{\partial f_0}{\partial W}\right).$$

The factor $-\partial f_0/\partial W$ restricts $K$ to states near the Fermi surface. Now use $v_x\,\partial f_0/\partial W=\hbar^{-1}\partial f_0/\partial k_x$ and integrate by parts; the boundary term vanishes because the states far out are empty:

$$K=\frac{2}{\hbar}\int\!\frac{d^3k}{(2\pi)^3}f_0\frac{\partial v_x}{\partial k_x}.$$

For a parabolic band $v_x=\hbar k_x/m$, the derivative is $\hbar/m$, and $K=n/m$ at any temperature. The conductivity is the one found before. If the band is not parabolic, the spectrum gives $K$, the density times the mean inverse mass of the occupied states. It is still one number, and splitting it requires knowledge of the band. If $m(n)$ is known from elsewhere and $n/m(n)$ is monotonic, the measured ratio does yield $n$, but the missing information then came from outside the spectrum.

**Transmittance of the film.** A detector records intensity, not $\varepsilon$. Let light fall at normal incidence from air on a film in $0<z<d$, with a lossless substrate of index $s$ filling the space behind it. Put $N^2=\varepsilon$, $k=N\omega/c$ and $\delta=kd$. Give the transmitted field unit amplitude at $z=d$. Continuity of $E$ and $dE/dz$ there requires, inside the film,

$$E(z)=\cos k(z-d)+\frac{is}{N}\sin k(z-d).$$

At $z=0$ the incident amplitude $a$ and reflected amplitude $b$ satisfy

$$a+b=E(0)=\cos\delta-\frac{is}{N}\sin\delta,$$
$$a-b=\frac{c}{i\omega}E'(0)=s\cos\delta-iN\sin\delta .$$

Half the sum is $a=D/2$, with

$$D=(1+s)\cos\delta-i\left(N+\frac sN\right)\sin\delta,\qquad T=\frac{s}{|a|^2}=\frac{4s}{|D|^2}.\tag{6}$$

**From an interval to all frequencies.** The functions $\cos\delta$, $N\sin\delta$ and $N^{-1}\sin\delta$ do not change when $N$ changes sign, so they are analytic in $\varepsilon$, and by (2) also in $\omega$ near the positive real axis. Moreover $D$ has no zero there: $D=0$ would mean a wave leaving into the substrate with no incident wave, while an absorbing film supplies no energy. Hence $T(\omega)$ is real-analytic for $\omega>0$. Two parameter sets that give the same $T$ on any interval give the same $T$ at all positive frequencies of the model. Three properties of this continued function now fix the three parameters.

*Fringe period.* As $\omega\to\infty$, $\varepsilon\to\varepsilon_\infty$. For real $N$, replacing $\cos^2\delta$ by $1-\sin^2\delta$ in $|D|^2$ gives

$$T_\infty=\frac{4s}{(1+s)^2+C\sin^2\delta_\infty},\qquad \delta_\infty=\frac{\sqrt{\varepsilon_\infty}\,\omega d}{c},$$

$$C=\left(N+\frac sN\right)^2-(1+s)^2=\frac{(\varepsilon_\infty-1)(\varepsilon_\infty-s^2)}{\varepsilon_\infty}.$$

Assume $\varepsilon_\infty>1$ and $\varepsilon_\infty\ne s^2$, so that $C\neq0$ and fringes exist. Their period is $\pi c/(\sqrt{\varepsilon_\infty}\,d)$. Two periodic functions whose difference tends to zero are identical, so equal spectra have equal periods, and with $d$ known they have equal $\varepsilon_\infty$.

*Fringe shift.* At the next order, $N=\sqrt{\varepsilon_\infty}-\omega_p^2/(2\sqrt{\varepsilon_\infty}\,\omega^2)+O(\omega^{-3})$. Multiplication by $\omega d/c$ gives

$$\delta=\delta_\infty-\frac{\omega_p^2d}{2\sqrt{\varepsilon_\infty}\,c\,\omega}+O(\omega^{-2}).$$

The factor $N+s/N$ changes only at order $\omega^{-2}$. The $1/\omega$ part of $T-T_\infty$ is therefore the phase shift times $dT_\infty/d\delta_\infty$, which is not zero between the extrema. This fixes $\omega_p^2$, and with it $n/m$.

*Zero frequency.* As $\omega\to0$, $\varepsilon\approx i\sigma_0/(\varepsilon_0\omega)$ and $\delta\to0$. Then $N^{-1}\sin\delta\to0$, while $N\sin\delta\to\varepsilon\omega d/c=iZ_0\sigma_0d$ with $Z_0=1/(\varepsilon_0c)$. Hence

$$T(0)=\frac{4s}{(1+s+Z_0\sigma_0d)^2}.\tag{7}$$

This fixes $\sigma_0$, and $\tau=\sigma_0/(\varepsilon_0\omega_p^2)$ follows. The argument proves uniqueness for noiseless data inside the model. It does not recommend measuring at extreme frequencies, where a real film no longer follows the model.

**A very thin film.** If $|\delta|\ll1$, $\omega_pd/c\ll1$ and the background current is negligible, the same expansion at finite $\omega$ gives $D=1+s+Z_0d\,\sigma(\omega)$. Divide by the bare-substrate value $T_s=4s/(1+s)^2$ and put $y=Z_0\sigma_0d/(1+s)$:

$$\frac{T_s}{T}=\left|1+\frac{y}{1-i\omega\tau}\right|^2=\frac{(1+y)^2+\omega^2\tau^2}{1+\omega^2\tau^2}.$$

Subtracting 1 and inverting,

$$\frac{T}{T_s-T}=\frac{1+\omega^2\tau^2}{y(y+2)}.\tag{8}$$

Plotted against $\omega^2$ this is a straight line. Its intercept gives $y$, and slope over intercept gives $\tau^2$. The condition $\omega_pd/c\ll1$ cannot be replaced by going to lower frequency: for $y\gg1$ the neglected term in $T$, of relative size $|\delta|^2\omega\tau/3$, grows as $\omega^2$ just like the kept term $\omega^2\tau^2$, and their ratio $\omega_p^2d^2/(3c^2)$ does not depend on $\omega$. Density, mass and thickness now appear only as $nd/m$, so an unknown thickness is a further degeneracy in this limit.

## A doped titanium dioxide film

Take $n=1.0\times10^{21}$ cm$^{-3}$, $m=0.50\,m_e$, $\tau=6$ fs, $\varepsilon_\infty=6$, $d=200$ nm and $s=1.7$. These are rough values in the range of a well-conducting, donor-doped anatase TiO$_2$ film; the substrate is idealized. They give $\hbar\omega_p=1.661$ eV, $\hbar/\tau=0.110$ eV and $\sigma_0=3380$ S/cm. The real part of $\varepsilon$ vanishes at 0.669 eV, and the transmittance rises from 0.095 at 0.4 eV to 0.699 at 0.8 eV.

**Inversion.** At 0.4 eV the permittivity gives $\varepsilon_1=-10.0298$ and $\hbar\omega\varepsilon_2=1.7585$ eV; at 0.8 eV, $1.7707$ and $0.4640$ eV. Equation (4) yields

$$\frac{\tau}{\hbar}=\frac{1.7707+10.0298}{1.7585-0.4640}\ \text{eV}^{-1}=9.116\ \text{eV}^{-1},$$

so $\tau=6.00$ fs. The intercept is $\varepsilon_\infty=-10.030+9.116\times1.7585=6.00$. From (5),

$$(\hbar\omega_p)^2=16.03\times(0.4^2+0.1097^2)\ \text{eV}^2=2.758\ \text{eV}^2,$$

which is $n/m=2.00\times10^{21}$ cm$^{-3}$ per electron mass, or $2.20\times10^{57}$ m$^{-3}$ kg$^{-1}$.

**The intensity route.** In (7), $Z_0\sigma_0d=25.5$, so $T(0)=6.8/28.2^2=0.0086$. The fringe shift, evaluated at a high but finite frequency, returns 2.758 eV$^2$. Fits to noiseless transmittance between 0.25 and 1.0 eV were started from eight distant points. Six reached zero residual, all at the same parameters; the other two stopped with a residual left and so are not second solutions.

**What stays hidden.** Three films with equal $n/m$ and equal $\tau$ were computed from Newton's law with $n$ and $m$ entered separately:

| $n$ (cm$^{-3}$) | $m/m_e$ | $T$ at 0.4 eV | mobility (cm$^2$/Vs) |
|---|---|---|---|
| $0.5\times10^{21}$ | 0.25 | 0.0951 | 42.2 |
| $1.0\times10^{21}$ | 0.50 | 0.0951 | 21.1 |
| $2.0\times10^{21}$ | 1.00 | 0.0951 | 10.6 |

Their mobilities differ by a factor of four, and the printed difference in transmittance is zero.

**The spectral window.** Suppose $R$ and $T$ carry independent noise of 0.002 at each of 76 points from 0.25 to 1.0 eV, where $\omega\tau$ runs from 2.3 to 9.1. With $d$ and $s$ held fixed, the standard errors are 0.10 % for $n/m$ and 0.15 % for $\tau$, and 200 fits to noisy spectra scatter by the same amounts.

Between 5 and 10 meV, with the same noise and number of points and with $\varepsilon_\infty$ also fixed, the linear error estimate for $n/m$ is about 500 %, while $n\tau/m$ is still found to 0.3 %. The first figure is not a confidence interval; it says that $n/m$ is undetermined there. Equation (8) shows why. At 10 meV $\omega\tau=0.09$, so in a film thin enough for (8), with the same $\sigma_0d$, the scattering time would change $T$ by a fraction of about $\omega^2\tau^2=0.008$. Since $T$ itself is about 0.009, that change would be of order $10^{-4}$, well below the noise. The present film is not thin in that sense. Its $\omega_p^2d^2/(3c^2)$ is 0.94, so the correction of order $|\delta|^2\omega\tau$ cancels about nine tenths of the change in $T$, and much of the little information left comes from $R$. This near cancellation is peculiar to the chosen thickness, and the figure of 500 % depends on $d$; at 100 nm it is about 100 %, still undetermined. For intensity data with this noise, uniqueness in principle becomes a measurement only if the window reaches frequencies where $\omega\tau$ is not small. The phase of the transmitted field is linear in $\omega\tau$, so a phase-sensitive measurement can succeed at lower frequency.

## Lifting the degeneracy with a magnetic field

A static field $\mathbf B$ adds $-e\mathbf v\times\mathbf B$ to the force. Multiplying by $-ne/m$ as before and using $\mathbf v=-\mathbf J/(ne)$, equation (1) becomes

$$\frac{d\mathbf J}{dt}+\frac{\mathbf J}{\tau}=\frac{ne^2}{m}\mathbf E-\frac em\,\mathbf J\times\mathbf B .$$

The new term contains $1/m$ without $n$, so the scaling argument fails. Solving for the electric field,

$$\mathbf E=\frac{m}{ne^2}(\gamma-i\omega)\mathbf J+\frac{1}{ne}\mathbf J\times\mathbf B.$$

With $\mathbf B$ along $z$ and current along $y$, the transverse resistivity is $E_x/J_y=B/(ne)$, which contains the density alone. At 1 T the three films of the table have 1.25, 0.62 and 0.31 µΩ cm. The Hall angle of the middle film is only 0.002, but a dc voltage measurement can resolve it. The mass then follows as $n$ from the Hall effect divided by $n/m$ from the infrared. This assumes that both measurements see the same carriers, and that $\tau$ and $m$ are the same for all of them.

## The model beside a real film

The chosen conductivity corresponds to a resistivity of about $3\times10^{-4}$ Ω cm, typical of good films of this kind; poorer films have shorter $\tau$ or fewer carriers. The largest departure estimated here is the anisotropic mass of anatase. Take a rough mass ratio of 10 between the heavy axis and the two light ones. If all randomly oriented grains felt the same field, the film would respond with the average of $1/m$, which is $(2+0.1)/3=0.70$ of the light-axis value, and using the light mass would make the inferred density 30 % too low. In a real polycrystal the field differs from grain to grain, so this figure shows only the rough size of the error in the density. The uneven fields can also add absorption, which a plain Drude fit would misread as a shorter $\tau$; in an effective-medium (Bruggeman) estimate with spherical grains the fitted $\tau$ is roughly halved and the fit is poor.

Other effects were sized by adding each to the film and fitting the plain Drude model over 0.25 to 1.0 eV:

- *Lattice vibrations.* With strength 40 at 0.033 eV, their tail in $\varepsilon$ is about $-40\,(0.033\ \text{eV})^2/(\hbar\omega)^2$. It imitates extra free-carrier weight of 0.044 eV$^2$, or 1.6 % of $(\hbar\omega_p)^2$. This single mode is a stand-in; the two in-plane modes of anatase give a somewhat larger weight, about 2 %. The fit gives $+1.5$ % in $n/m$. It also gives $+1.5$ % in $\tau$, since the absorption, proportional to $\omega_p^2/\tau$ at high frequency, has hardly changed.
- *Dispersion of the background.* An interband resonance at 5 eV shifts $n/m$ by $+1.2$ % and $\tau$ by $+0.6$ %.
- *Friction with memory.* A memory time of 0.3 fs, which weakens friction at high frequency, shifts them by $+2.8$ % and $+4.8$ %.
- *Thickness.* A value 2 % too large lowers $n/m$ by 1.7 %, near the 2 % expected if $nd/m$ alone mattered.

Each of these shifts $n/m$ by more than its statistical error, so for this film the accuracy of $n/m$ is set by the model, and by the thickness if that is held at an imprecise value, rather than by the noise. Two assumptions are safe here. The mean free path is 4.3 nm, small against 200 nm, which supports a local bulk response. The Fermi energy, 0.73 eV for the isotropic mass and 0.34 eV for the anisotropic one, is far above $k_BT=0.026$ eV, so the electrons are degenerate.

## What each derivation assumes

Both derivations assume linear response, a single constant $\tau$, a constant $\varepsilon_\infty$ and no static magnetic field. They differ in what they take as the carrier and as the data.

The first treats the carriers as classical particles of one mass. Its scaling argument needs no film geometry and covers every linear optical experiment at once. Its inversion is explicit and local in frequency, but it takes the complex permittivity as given. Obtaining that from a film requires phase information, ellipsometry or several intensities, and a thickness that is either known or determined along with it.

The second starts from band electrons obeying the Pauli principle. It shows that $n/m$ stands for a band average $K$, and that a non-parabolic band alters its meaning without adding a second measurable number. Its data are weaker, a transmitted intensity without phase, and it pays for this with stronger assumptions: known $d$ and $s$, normal incidence, visible fringes in the high-frequency limit, and the Drude form at all frequencies, since analytic continuation relies on it. If $\tau$ depends on frequency, the uniqueness proof given here no longer applies, and (3) may show the fault within the measured window as a curved plot of $\varepsilon_1$ against $\omega\varepsilon_2$. A straight plot does not prove a constant $\tau$, however: for $\omega\tau\gg1$ a friction $\gamma(1+\omega^2/\omega_0^2)$ leaves the plot nearly straight and only shifts its intercept.

The numerical output below lists the values used.

## Values computed for the example and the checks

```
density n = 1.00e+21 cm^-3; mass m = 0.50 m_e
tau = 6.00 fs; eps_inf = 6.00; d = 200 nm; s = 1.70
n/m = 2.000e+21 cm^-3 per m_e = 2.1955e+57 m^-3 kg^-1
hbar*omega_p = 1.6606 eV; hbar/tau = 0.1097 eV
energy where eps1 = 0: 0.6690 eV
dc conductivity = 3381.5 S/cm
omega*tau at window ends = 2.28, 9.12
Pairs with equal n/m: n (cm^-3), m (m_e), mobility (cm2/Vs),
  T at 0.4 eV, T at 0.8 eV, Hall resistivity at 1 T (uOhm cm)
  5.0e+20 0.25 42.21 0.09507 0.69892 1.2483
  1.0e+21 0.50 21.11 0.09507 0.69892 0.6242
  2.0e+21 1.00 10.55 0.09507 0.69892 0.3121
largest T difference between pairs = 0.0e+00
Hall angle tangent at 1 T, middle pair = 0.00211
Film spectrum: energy (eV), eps1, eps2, R, T
  0.25 -30.9988 16.2353 0.8014 0.0311
  0.40 -10.0298 4.3963 0.6949 0.0951
  0.60 -1.4124 1.3553 0.3615 0.3509
  0.80 1.7706 0.5800 0.0548 0.6989
  1.00 3.2751 0.2989 0.0939 0.7700
Two-energy inversion: energy (eV), eps1, energy*eps2 (eV)
  0.40 -10.02983 1.75850
  0.80 1.77065 0.46397
  tau = 6.0000 fs; eps_inf = 6.0000
  wp2 = 2.7577 eV^2; n/m = 2.0000e+21 cm^-3 per m_e
T at zero frequency = 0.00856; sigma0 from it = 3381.5 S/cm
wp2 from fringe shift at high frequency = 2.7578 eV^2
T-only fits: 6 of 8 starts reach zero residual, all at one point
noise in R and T = 0.002; points = 76 from 0.25 to 1.0 eV
standard error of n/m = 0.096 %, of tau = 0.145 %
scatter of 200 noisy fits: 0.101 %, 0.148 %
window 5-10 meV, eps_inf fixed: linear error of n/m = 499.4 %,
  of n*tau/m = 0.315 %
Neglected effects, plain Drude fit: bias of n/m (%), bias of tau (%)
  phonon tail: +1.51, +1.53
  interband dispersion: +1.20, +0.59
  friction memory: +2.80, +4.82
  thickness taken 2 % too large: -1.74, +0.04
  phonon: strength 40, energy 0.033 eV, width 0.003 eV
  interband energy 5.0 eV; memory time 0.3 fs
mass ratio of axes 10: random-grain mean 1/m falls to 0.700
Fermi energy = 0.729 eV isotropic, 0.339 eV anisotropic
kT at 300 K = 0.0259 eV; mean free path = 4.30 nm
```
